# Ionisation energy at the centre of a dielectric sphere

## The problem

Suppose the bulk ionisation energy of a localised site is estimated from a finite cluster. The cluster lacks the distant part of the medium, which in the bulk would also polarise around the hole. This sheet finds the resulting error in a continuum model.

A site sits in an empty spherical cavity of radius $a$, at the centre of a dielectric sphere of radius $R>a$. The dielectric fills $a<r<R$. It is homogeneous, isotropic and linear, with relative permittivity $\epsilon$. Outside the sphere there is vacuum. The neutral site has a spherical charge density and produces no field outside the cavity. Ionisation removes one electron to rest at infinity and leaves a spherically symmetric charge $+e$ inside the cavity. The same ionisation of the isolated site costs $I_0$.

1. Find the ionisation energy $I(R)$ of the site in the sphere.
2. Find its bulk value $I_{\rm bulk}$, defined as the limit $R\to\infty$, and show that
$$I(R)-I_{\rm bulk}=\left(1-\frac1\epsilon\right)\frac{e^2}{2R}.$$
3. Evaluate both energies for $I_0=10$ eV, $a=2$ Å, $\epsilon=3$ and $R=10$ Å. How large must the sphere be for an error of $0.05$ eV?

The algebra uses atomic units, in which $e=1$ and the Coulomb potential of a charge $q$ is $q/r$. Numbers are in eV and Å, with $e^2=14.40$ eV Å.

## Hints

**Hint 1.** Compare two charging processes that build up the same charge density, one in the dielectric and one in vacuum. Their difference in work is the only change to $I_0$ in this model.

**Hint 2.** The displacement field $D$ follows from the free charge alone when everything is spherically symmetric. Find $D$ first, then the electric field $E$.

**Hint 3.** Integrate $E$ inwards from infinity. In the bulk, the region beyond $R$ is filled with dielectric; in the cluster it is empty.

**Hint 4.** For a linear medium the potential grows in proportion to the charge. The work of charging therefore contains a factor $1/2$.

## Full solution

### From ionisation energy to a reaction potential

Let $\rho(\mathbf r)$ be the change in the site's charge density on ionisation. It is spherical, lies inside the cavity and integrates to $q=+1$. We take it to be the same in the sphere as in vacuum, so that the site's internal energy change is already contained in $I_0$. The neutral site does not polarise the dielectric. The electron at infinity interacts with neither the site nor the sphere. Hence
$$I(R)=I_0+W,$$
where $W$ is the work of introducing $\rho$ in the presence of the dielectric, minus the corresponding work in vacuum.

Introduce the charge gradually as $\lambda\rho$, with $\lambda$ running from 0 to 1. Let $\phi_{\rm reac}$ be the difference between the potentials with and without the dielectric when the full charge is present. At stage $\lambda$ linearity makes this difference $\lambda\phi_{\rm reac}$, so
$$W=\int_0^1 d\lambda\,\lambda\int d^3r\,\rho\,\phi_{\rm reac}
=\frac12\int d^3r\,\rho\,\phi_{\rm reac}.$$
We shall find that $\phi_{\rm reac}$ is constant inside the cavity. Then $W=q\phi_{\rm reac}/2$.

### The field and the potential

Gauss's law for a sphere of radius $r>a$ reads $4\pi r^2D=4\pi q$, which gives $D=q/r^2$ both in the dielectric and outside it. Since $D=\epsilon E$ in the dielectric and $D=E$ in vacuum,
$$E(r)=\begin{cases}q/(\epsilon r^2), & a<r<R,\\ q/r^2, & r>R.\end{cases}$$

With the potential zero at infinity, its value at the cavity wall is
$$\phi(a)=\int_a^R\frac{q}{\epsilon r^2}\,dr+\int_R^\infty\frac{q}{r^2}\,dr
=\frac q\epsilon\left(\frac1a-\frac1R\right)+\frac qR.$$
Without the dielectric the wall potential would be
$$\phi_{\rm vac}(a)=\frac qa=q\left(\frac1a-\frac1R\right)+\frac qR.$$
Inside the cavity, Gauss's law gives the same field in both cases, because the charge enclosed is the same. The two potentials therefore differ by the same amount at every point of the cavity:
$$\phi_{\rm reac}=\phi(a)-\phi_{\rm vac}(a)
=-q\left(1-\frac1\epsilon\right)\left(\frac1a-\frac1R\right).$$
This is the constant anticipated above.

### The two ionisation energies

Putting $q=1$ in $W=q\phi_{\rm reac}/2$ answers the first question:
$$I(R)=I_0-\frac12\left(1-\frac1\epsilon\right)\left(\frac1a-\frac1R\right).$$
The shift is negative for $\epsilon>1$: the medium stabilises the positive charge, so removing the electron costs less.

As $R\to\infty$ the term $1/R$ vanishes, and
$$I_{\rm bulk}=I_0-\frac12\left(1-\frac1\epsilon\right)\frac1a.$$
Here the electron is taken to infinity for each finite sphere before $R$ is increased. The energy zero is thus the vacuum outside in every case. Subtraction gives
$$\begin{aligned}
I(R)-I_{\rm bulk}
&=-\frac12\left(1-\frac1\epsilon\right)\left(\frac1a-\frac1R-\frac1a\right)\\
&=\left(1-\frac1\epsilon\right)\frac1{2R}.
\end{aligned}$$
Restoring $e^2$ gives the required result. The cavity radius has cancelled, and the cluster's ionisation energy is too high.

### A check through the field energy

The electrostatic energy of a linear medium is $(1/8\pi)\int E D\,d^3r$. With and without the dielectric, the fields differ only in the shell $a<r<R$. There $D=q/r^2$ in both cases, while $E$ changes from $q/r^2$ to $q/(\epsilon r^2)$. Thus
$$\begin{aligned}
W&=\frac1{8\pi}\int_a^R4\pi r^2\,\frac{q^2}{r^4}\left(\frac1\epsilon-1\right)dr\\
&=-\frac{q^2}{2}\left(1-\frac1\epsilon\right)\left(\frac1a-\frac1R\right),
\end{aligned}$$
in agreement with the charging argument. Extending the dielectric from $R$ to infinity would lower the energy by a further $(1-1/\epsilon)/(2R)$. The cluster error is this missing contribution.

### Where the bound charge sits

The polarisation is $P=(D-E)/4\pi=(1-1/\epsilon)q/(4\pi r^2)$. The flux of a $1/r^2$ radial field is the same through every concentric sphere, so no bound charge lies within the dielectric. The outer surface carries
$$4\pi R^2P(R)=q\left(1-\frac1\epsilon\right),$$
and the cavity wall carries the opposite charge. The outer charge has the same sign as the hole and produces the potential $q(1-1/\epsilon)/R$ at the centre. Half of this times $q$ is the error. In the bulk limit the outer charge has moved to infinity and no longer contributes.

### Limits and conditions

For $\epsilon\to1$ there is no polarisation and no error. For $\epsilon\to\infty$ the error tends to $1/(2R)$, the energy of a unit charge spread over the surface of a conducting sphere. For $R\to a$ the dielectric disappears, $I(R)\to I_0$, and the error equals the whole bulk polarisation energy in magnitude.

The derivation assumes that the hole stays on the site. It leaves out quantum confinement and changes in bonding near the surface. For vertical ionisation the nuclei do not move, so $\epsilon$ must be the electronic permittivity.

A surface dipole layer is a separate matter. Model it as charges $Q$ and $-Q$ on concentric spheres of radii $R$ and $R+t$, with $t\ll R$. The potential inside is $Q/R-Q/(R+t)\approx Qt/R^2$. At fixed charge per area, $Q$ grows as $R^2$, so this potential does not decay with cluster size. It is absent from the present model and is not removed by the $1/R$ correction.

The same calculation applies to an added electron if its charge is also spherical and confined to the cavity, because $W$ depends on $q^2$. The energy of the negative ion is then too high by $(1-1/\epsilon)/(2R)$, and the electron affinity, the energy released on attachment, is too low by that amount. The difference between ionisation energy and affinity is therefore too large by $(1-1/\epsilon)/R$.

### Numbers

For the stated parameters $1-1/\epsilon=0.6667$. The cluster shift is
$$W=-\tfrac12(14.40)(0.6667)\left(\tfrac12-\tfrac1{10}\right)\ {\rm eV}=-1.92\ {\rm eV},$$
and the bulk shift is
$$W_{\rm bulk}=-\tfrac12(14.40)(0.6667)\left(\tfrac12\right)\ {\rm eV}=-2.40\ {\rm eV}.$$
Hence $I(R)=10-1.92=8.08$ eV and $I_{\rm bulk}=10-2.40=7.60$ eV. The error is $0.48$ eV, or $0.0176$ hartree. Relative to the magnitude of the bulk polarisation shift it is $a/R=20\%$.

Setting the error equal to $0.05$ eV gives
$$R=\frac{(0.6667)(14.40)}{2(0.05)}\ \text{Å}=96\ \text{Å}.$$
If each site occupies a volume $4\pi a^3/3$, this sphere holds about $(R/a)^3=(96/2)^3\approx1.1\times10^5$ sites. Adding the missing polarisation energy analytically is far cheaper than enlarging the cluster to this size.

### Does the law survive in a medium made of atoms?

The numerical check also treats spheres cut from a simple cubic lattice of polarisable points, with a unit charge on the central site. The induced dipoles interact and are found self-consistently. Their polarisability is fixed by the Clausius–Mossotti relation, and $R$ is the radius of a sphere with the same volume as the lattice cluster.

A straight-line fit of the energy against $1/R$, for radii between about 7 and 15 lattice spacings, gives twice the slope as $0.657$ for $\epsilon=3$. The continuum value is $0.667$. For $\epsilon=2$ the corresponding values are $0.495$ and $0.500$. The fitted slopes are thus 1 to 2% below the continuum values. For $\epsilon=3$, twice the slope between the two smallest clusters is $0.655$ and between the two largest is $0.660$, so over this range the shortfall is somewhat smaller for the larger clusters. Slopes between pairs of clusters scatter with the choice of radii, and these sizes do not show that the shortfall vanishes. Its cause was not tested.

## Variation 1: an embedding medium

**Question.** The vacuum outside $R$ is replaced by a medium of permittivity $\epsilon_{\rm out}$. What is the error now?

**Solution.** Let the outer medium extend to a radius much larger than $R$, with vacuum beyond it, so that the energy zero is unchanged. The contribution of its distant surface vanishes as that radius tends to infinity. Gauss's law still gives $D=q/r^2$, but now $E=q/(\epsilon_{\rm out}r^2)$ outside $R$. The wall potential is
$$\phi(a)=\frac q\epsilon\left(\frac1a-\frac1R\right)+\frac q{\epsilon_{\rm out}R}.$$
In the bulk it is $q/(\epsilon a)$. Half the difference, with $q=1$, is the error:
$$I-I_{\rm bulk}=\frac1{2R}\left(\frac1{\epsilon_{\rm out}}-\frac1\epsilon\right).$$
Vacuum, $\epsilon_{\rm out}=1$, recovers the earlier result. A matched medium removes the error, and one with $\epsilon_{\rm out}>\epsilon$ reverses its sign. With $\epsilon_{\rm out}=2$ in the numerical example, the error falls from $0.48$ eV to
$$\frac{14.40}{2(10)}\left(\frac12-\frac13\right)\ {\rm eV}=0.12\ {\rm eV}.$$
For these values three quarters of the error is removed. In general the fraction that survives is $(1/\epsilon_{\rm out}-1/\epsilon)/(1-1/\epsilon)$. As $\epsilon_{\rm out}\to\infty$ it tends to $-1/(\epsilon-1)$, so for $\epsilon<2$ a badly mismatched medium can make the error larger in magnitude.

## Variation 2: a site away from the centre

**Question.** The site lies at a distance $d$ from the centre of the sphere, in vacuum again. How does the error change?

**Solution.** Let the cavity be small compared with the distance $R-d$ to the surface. To leading order, the cavity contributes the same energy as in the bulk, and the outer surface sees a point charge $q$ embedded in the dielectric. The error is half the potential that the surface adds at the site, times $q$.

Take $q=1$ and let $\theta$ be the angle from the direction of the site. For $r>d$ the potential of the charge in an infinite dielectric is $\epsilon^{-1}\sum_l(d^l/r^{l+1})P_l(\cos\theta)$. The surface adds a potential that is regular at the centre, and the potential outside must vanish at infinity:
$$\phi_{\rm surf}=\sum_lB_lr^lP_l(\cos\theta),\qquad
\phi_{\rm out}=\sum_l\frac{C_l}{r^{l+1}}P_l(\cos\theta).$$
The Legendre polynomials are independent, so each $l$ can be matched separately at $r=R$. Continuity of the potential, multiplied by $R^{l+1}$, gives
$$B_lR^{2l+1}=C_l-\frac{d^l}\epsilon.$$
Continuity of the normal component of $D$, that is of $\epsilon\,\partial\phi/\partial r$, gives after multiplication by $R^{l+2}$
$$-(l+1)d^l+\epsilon l\,B_lR^{2l+1}=-(l+1)C_l.$$
Inserting the first condition into the second,
$$-(l+1)d^l+\epsilon l\,C_l-l\,d^l=-(l+1)C_l,$$
and therefore
$$C_l=\frac{(2l+1)d^l}{\epsilon l+l+1}.$$
The first condition now yields
$$\begin{aligned}
B_lR^{2l+1}&=d^l\,\frac{(2l+1)\epsilon-(\epsilon l+l+1)}{\epsilon(\epsilon l+l+1)}\\
&=d^l\,\frac{(\epsilon-1)(l+1)}{\epsilon(\epsilon l+l+1)}.
\end{aligned}$$
At the site $r=d$ and $P_l(1)=1$, so the error is
$$\frac12\sum_lB_ld^l=\frac1{2R}\sum_{l=0}^{\infty}
\frac{(\epsilon-1)(l+1)}{\epsilon(\epsilon l+l+1)}\left(\frac dR\right)^{2l}.$$

The $l=0$ term is $(1-1/\epsilon)/(2R)$, the result for the centre. For $\epsilon>1$ every other term is positive when $d>0$. The error is therefore smallest at the centre. The $l=0$ term is the uniform part of the surface charge, whose potential is the same everywhere inside, so the rise comes from the terms with $l\ge1$. The bound charge per area is the normal polarisation, $(1-1/\epsilon)D_n/4\pi$, with $D_n=\sum_l(l+1)C_lP_l(\cos\theta)/R^{l+2}$. Every $C_l$ is positive and $P_l(1)=1$, so this charge, of the same sign as the hole, gathers on the side nearest the site.

For $\epsilon=3$ and $R=10$ Å the error is $0.48$ eV at the centre, $0.49$ eV at $d=R/4$ and $0.54$ eV at $d=R/2$. The series neglects the size of the cavity, but for $a=2$ Å this matters little at these distances. At $d=3R/4$ only $2.5$ Å separates the site from the surface, yet the series gives $0.696$ eV and the boundary problem solved with the finite cavity gives $0.700$ eV. For $d>R-a$ the cavity cuts the surface and the model no longer applies.

## Numbers as computed

```
e^2 = 14.3996 eV angstrom
isolated-site ionisation energy I0 = 10.000 eV
cavity radius a = 2.0 angstrom
permittivity eps = 3.0 (dimensionless)
sphere radius R = 10.0 angstrom
factor 1 - 1/eps = 0.6667 (dimensionless)
polarisation shift, cluster = -1.9200 eV
polarisation shift, bulk = -2.3999 eV
ionisation energy, cluster = 8.0800 eV
ionisation energy, bulk = 7.6001 eV
cluster error = 0.4800 eV = 0.01764 hartree
charge-gap error = 0.9600 eV
radial Poisson shift, cluster = -1.9200 eV
radial Poisson shift, bulk = -2.4000 eV
radial Poisson cluster error = 0.4800 eV
error at R = 5 angstrom: 0.9600 eV
error at R = 10 angstrom: 0.4800 eV
error at R = 20 angstrom: 0.2400 eV
error at R = 40 angstrom: 0.1200 eV
error with eps_out = 2, formula: 0.1200 eV
error with eps_out = 2, radial Poisson: 0.1200 eV
error at d/R = 0.00, R = 10 angstrom: 0.4800 eV
error at d/R = 0.25, R = 10 angstrom: 0.4927 eV
error at d/R = 0.50, R = 10 angstrom: 0.5410 eV
error at d/R = 0.75, R = 10 angstrom: 0.6963 eV
radius for error 0.05 eV = 96.0 angstrom
sites in that sphere, (R/a)^3 = 1.11e+05
lattice eps=3: R = 6.971 spacings, energy = -0.43213 e^2/spacing
lattice eps=3: R = 9.017 spacings, energy = -0.44279 e^2/spacing
lattice eps=3: R = 11.000 spacings, energy = -0.44936 e^2/spacing
lattice eps=3: R = 12.985 spacings, energy = -0.45394 e^2/spacing
lattice eps=3: R = 15.003 spacings, energy = -0.45736 e^2/spacing
lattice eps=2: 2 x slope = 0.4949, 1 - 1/eps = 0.5000
lattice eps=3: 2 x slope = 0.6570, 1 - 1/eps = 0.6667
lattice off-centre shift d = 7 spacings
lattice off-centre rise = 0.002392 e^2/spacing
series off-centre rise = 0.002374 e^2/spacing
```
